# Resistance of a Right-Angle Bend Between Equal-Width Strips

## 1. Definitions and conventions

A flat conductor of uniform thickness has sheet resistance $R_s$, its resistivity divided by its thickness. It fills two straight strips of equal width $w$ that meet at a right angle with sharp corners. The inner corner is at the origin and the outer corner at $(-w,w)$. One arm occupies $x>0$, $0<y<w$; the other occupies $y<0$, $-w<x<0$. Between them lies the corner square. Arm lengths $L_1,L_2$ are measured from the edges of this square, so they exclude it.

A steady current $I$ comes up the lower arm and leaves to the right. Conduction is local and isotropic, with surface current density $\mathbf J=-\nabla V/R_s$, and the edges are insulating. With $\phi=-V/(R_sI)$,

$$\mathbf J/I=\nabla\phi,\qquad \nabla^2\phi=0,\qquad \partial_n\phi=0\ \text{on the edges}. \tag{1}$$

The minus sign makes $\phi$ rise along the current. Between two equipotentials the resistance is $R=R_sN$, where $N=\Delta\phi$ is the number of squares. A straight strip of length $L$ has $N=L/w$. The statement to be derived is that, for long arms,

$$N=\frac{L_1+L_2}{w}+c,\qquad c=1-\frac{2\ln2}{\pi}\approx0.559. \tag{2}$$

Here $c$ is the excess of the whole bend over its two straight arms. It is not the heat produced inside the corner square, which Section 4 finds separately.

Let $\psi$ be the stream function, defined by $\partial_x\phi=\partial_y\psi$ and $\partial_y\phi=-\partial_x\psi$. Then $W=\phi+i\psi$ is an analytic function of $z=x+iy$. The current crossing a vertical cut of the right arm is $\int_0^w\partial_x\phi\,dy=\psi(w)-\psi(0)$, in units of $I$. Hence $\psi=0$ on the inner edge and $\psi=1$ on the outer edge. A conformal map preserves both properties, so the problem may be solved in any plane where the edges are simple.

## 2. The map

Take the upper half of a complex $t$ plane and set

$$\frac{dz}{dt}=\frac{w}{\pi}\,\frac{s}{t},\qquad s=\sqrt{\frac{t-1}{t+1}}. \tag{3}$$

This is the Schwarz–Christoffel form. The exponent $+\tfrac12$ at $t=1$ gives the interior angle $3\pi/2$ of the inner corner, the exponent $-\tfrac12$ at $t=-1$ gives the angle $\pi/2$ of the outer corner, and the arms end at $t=0$ and $t=\infty$. Since $\mathrm{Im}\,[(t-1)/(t+1)]=2\,\mathrm{Im}\,t/|t+1|^2>0$, we choose the root $s$ in the first quadrant.

The edges can be followed directly as $t$ decreases along the real axis, with $z=0$ at $t=1$:

- For $t>1$, $s$ and $dz/dt$ are positive: this is the horizontal inner edge.
- For $0<t<1$, $s=i|s|$, so $z$ moves down the vertical inner edge.
- For $-1<t<0$, $s=i|s|$ but $1/t<0$, so $z$ moves up the outer vertical edge.
- For $t<-1$, $s>0$ and $1/t<0$, so $z$ moves right along the outer horizontal edge.

The widths follow from the two ends. On a large semicircle $t=Re^{i\theta}$, $s\to1$ and $dz\to(w/\pi)\,i\,d\theta$; from $\theta=0$ to $\pi$ the change is $iw$, the width of the right arm. On a small semicircle about $t=0$, $s\to i$ and $dz\to(w/\pi)\,i\cdot i\,d\theta$; the change is $-w$, the width of the lower arm. The boundary of the bend is therefore traced once, with the right dimensions, and the map is one-to-one.

To integrate (3), solve for $t$ and differentiate:

$$t=\frac{1+s^2}{1-s^2},\qquad \frac{dt}{ds}=\frac{4s}{(1-s^2)^2},\qquad \frac{dt}{t}=\frac{4s\,ds}{(1-s^2)(1+s^2)}. \tag{4}$$

Thus

$$dz=\frac w\pi\,\frac{4s^2\,ds}{(1-s^2)(1+s^2)}
=\frac{2w}{\pi}\left[\frac1{1-s^2}-\frac1{1+s^2}\right]ds,$$

because the bracket equals $2s^2/[(1-s^2)(1+s^2)]$. With $z=0$ at $s=0$,

$$z=\frac{2w}{\pi}\,(\operatorname{artanh}s-\arctan s). \tag{5}$$

## 3. The flow and the corner constant

The edges are now the positive and negative real axes of $t$, where $\arg t$ is $0$ and $\pi$. The function

$$W=\frac1\pi\ln t,\qquad \phi=\frac{\ln|t|}{\pi},\qquad \psi=\frac{\arg t}{\pi} \tag{6}$$

has the required edge values and carries unit current from $t=0$ to $t=\infty$.

Its equipotential $\phi=0$ is the unit semicircle $t=e^{i\theta}$. There $(t-1)/(t+1)=i\tan(\theta/2)$, so $s=e^{i\pi/4}\sqrt{\tan(\theta/2)}$. Since $dt/t=i\,d\theta$,

$$dz=\frac w\pi\,e^{3\pi i/4}\sqrt{\tan(\theta/2)}\,d\theta. \tag{7}$$

The direction is constant: the semicircle is the diagonal of the corner square. The bend is symmetric under reflection in this diagonal, which exchanges the arms and changes the sign of $\phi$. It is enough to treat the right arm.

For large $t$, $s=1-1/t+O(t^{-2})$, and (3) gives $(\pi/w)\,dz/dt=1/t-1/t^2+\dots$. Its integral is $\ln t+1/t$ plus a constant, which (5) fixes. As $t\to\infty$, $(1+s)/(1-s)\to2t$, so $2\operatorname{artanh}s\to\ln(2t)$, while $2\arctan s\to\pi/2$. Hence

$$\frac{\pi z}{w}=\ln t+\ln2-\frac\pi2+\frac1t+O(t^{-2}). \tag{8}$$

On the inner edge put $t=R\gg1$ and $z=L$. Dropping $1/R$,

$$\phi=\frac{\ln R}{\pi}=\frac Lw+\frac12-\frac{\ln2}{\pi}=\frac Lw+\frac c2. \tag{9}$$

The equipotential through this point is $t=Re^{i\theta}$, and by (8) it is a straight cut up to displacements of order $w/R$. Adding the same potential drop for the other arm, with its own length, gives (2). The $\tfrac12$ comes from $\arctan s\to\pi/4$ and the logarithm from $\operatorname{artanh}s$.

## 4. Where the heat is produced

In units of $R_sI^2$, the heat in a region is $\int|\nabla\phi|^2dA=\oint\phi\,\partial_n\phi\,dl$, by (1) and the divergence theorem. Half of the corner square lies between the diagonal, where $\phi=0$, and the face $x=0$, $0<y<w$. The insulating edges contribute nothing, so the square produces

$$Q_{\rm sq}=2\int_0^w\phi\,\partial_x\phi\,dy\Big|_{x=0}. \tag{10}$$

Numerical integration gives $Q_{\rm sq}=0.481$, less than $c=0.559$.

The rest is in the arms. The mean of $\phi$ over a cut, $\bar\phi(x)=w^{-1}\int_0^w\phi\,dy$, has slope $1/w$, because each cut carries unit current. By (9) it tends to $x/w+c/2$, so it equals this at every $x\ge0$. In particular $\bar\phi(0)=c/2$; quadrature over the face gives 0.27936, as this requires.

Now write $\phi=x/w+c/2+\delta$ in an arm of length $X$. Then

$$\int|\nabla\phi|^2dA=\frac Xw+\frac2w\int\partial_x\delta\,dA+\int|\nabla\delta|^2dA. \tag{11}$$

The middle term vanishes because $\delta$ carries no net current. The last is positive: near the bend the current is not uniform, and this costs heat. The two arms together produce an extra 0.077 squares. A measurement of resistance sees the sum $c$.

## 5. Arms of finite length

Let a straight electrode close the right arm at $x=L$. To find its effect, invert (8). To leading order $1/t=2e^{-\pi/2}e^{-\pi z/w}$, so

$$\phi=\frac xw+\frac c2+a\,e^{-\pi x/w}\cos\frac{\pi y}{w}+\dots,\qquad a=-\frac2\pi e^{-\pi/2}. \tag{12}$$

The electrode removes the transverse variation at $x=L$. Let the true potential at unit current be $\phi_L=\phi+\eta$, where $\eta$ carries no net current. In the truncated bend

$$\int|\nabla\phi|^2dA=\int|\nabla\phi_L|^2dA+\int|\nabla\eta|^2dA, \tag{13}$$

since the cross term is $-2\oint\phi_L\,\partial_n\eta\,dl$, and on each electrode $\phi_L$ is constant while $\int\partial_n\eta\,dl=0$. The first integral on the right is the wanted $N$.

Put $q=e^{-2\pi L/w}$. The right half of the left side of (13) is $\int_0^w\phi\,\partial_x\phi\,dy$ at $x=L$. The uniform terms give $L/w+c/2$. The product of the cosine terms has the factor $-(\pi/w)a^2q$ times $\int_0^w\cos^2(\pi y/w)\,dy=w/2$, so it gives $-\tfrac\pi2a^2q$.

Near the electrode, up to a constant,

$$\eta=-a\,e^{-\pi L/w}e^{-\pi(L-x)/w}\cos(\pi y/w),$$

which cancels the cosine in (12) at $x=L$. Its energy is $\int\eta\,\partial_x\eta\,dy=\tfrac\pi2a^2q$. Subtracting, each arm changes the count by

$$\Delta N=-\pi a^2q=-\frac4\pi\,e^{-\pi}e^{-2\pi L/w}. \tag{14}$$

Higher transverse modes and the return of $\eta$ to the corner are neglected; both are smaller by further exponentials in $L/w$. The sign is negative because the electrode shorts out transverse voltages.

Equations (2) and (14) were tested against a solution of Laplace's equation that does not use the map. By symmetry half the bend suffices. With $r,\theta$ polar coordinates about the inner corner, the functions $r^\nu\cos\nu\theta$ with $\nu=\tfrac23(2k+1)$, $k=0,1,2,\dots$, satisfy Laplace's equation, the insulating condition at $\theta=0$ and $\phi=0$ on the diagonal $\theta=3\pi/4$. Their coefficients were fitted to the conditions on the electrode and the outer edge. With both arms of length $w$ this gives 2.558523 squares. The shift from the long-arm law is $-2.057\times10^{-4}$, against $-2.055\times10^{-4}$ from (14) for two arms. At $L=1.25w$ the values are $-4.273\times10^{-5}$ and $-4.272\times10^{-5}$. Arms as short as one width are thus long for this purpose.

The same formula covers a U-turn made of two bends joined by a straight link of length $g$. Its midplane is a mirror plane, and reflection exchanges current input and output. The midplane is therefore an equipotential, equivalent to an electrode at $L=g/2$ for each bend. This argument does not apply to two bends that turn in opposite senses.

## 6. Current crowding

From (3) and (6),

$$\frac{dW}{dz}=\frac{1/(\pi t)}{ws/(\pi t)}=\frac1{ws},\qquad \frac{|\mathbf J|}{J_0}=\frac1{|s|},\qquad J_0=\frac Iw. \tag{15}$$

At the outer corner $s\to\infty$ and the current density vanishes. At the inner corner $s\to0$. There $\operatorname{artanh}s-\arctan s=\tfrac23s^3+O(s^7)$, so $z\approx4ws^3/(3\pi)$ and, at distance $r$,

$$\frac{|\mathbf J|}{J_0}\approx\left(\frac{4w}{3\pi r}\right)^{1/3}. \tag{16}$$

The potential follows from $W=\pi^{-1}\ln[(1+s^2)/(1-s^2)]\approx2s^2/\pi$. With $s^3=3\pi z/(4w)$ this is

$$\phi\approx A\,r^{2/3}\cos\frac{2\theta}3,\qquad A=\frac32\left(\frac4{3\pi}\right)^{1/3}w^{-2/3}. \tag{17}$$

For $w=1$, $A=1.1273$; the corner-function solution with $L=1.25w$ gives 1.1274.

The density diverges, but the heat does not. Integrating $(|\mathbf J|/I)^2$ over the metal within $r$, which spans an angle $3\pi/2$,

$$Q(r)=\frac{3\pi}{2w^2}\left(\frac{4w}{3\pi}\right)^{2/3}\int_0^r r'^{1/3}dr'
=\frac{9\pi}{8}\left(\frac4{3\pi}\right)^{2/3}\left(\frac rw\right)^{4/3}. \tag{18}$$

The factor $\tfrac34$ from the integral turns $3\pi/2$ into $9\pi/8$. A small region at the corner thus has a large peak current density but a small share of the resistance.

## 7. Rounded corners

No current crosses a streamline, so an insulating wall may replace it without changing the flow on either side. Keep the metal with $\alpha<\arg t<\pi-\beta$. This rounds the inner corner if $\alpha>0$ and the outer one if $\beta>0$.

The kept current is $(\pi-\alpha-\beta)/\pi$. The potential difference between $|t|=1/R$ and $|t|=R$ is $2\ln R/\pi$. Their ratio is

$$N=\frac{2\ln R}{\pi-\alpha-\beta}. \tag{19}$$

By (8), far along the right arm the walls lie at $y=w\alpha/\pi$ and $y=w(1-\beta/\pi)$. The new width is $w'=w(\pi-\alpha-\beta)/\pi$. The asymptotic inner walls of the two arms, extended, meet at the virtual sharp corner $(-w\alpha/\pi,\,w\alpha/\pi)$. Measured from there, each arm has length

$$L'=\frac w\pi\left(\ln R+\ln2-\frac\pi2+\alpha\right).$$

Subtracting $2L'/w'$ from (19) cancels $\ln R$ and leaves

$$c(\alpha,\beta)=\frac{\pi-2\ln2-2\alpha}{\pi-\alpha-\beta}. \tag{20}$$

For $\alpha=\beta=0$ this is $c$. A resistor network laid directly on a rounded bend with $\alpha=0.6$ and $\beta=0.3$, with 60 cells per width $w$, gives 0.2481 squares; (20) gives 0.2477.

Define the recess $h$ as the distance, along the diagonal, from the virtual sharp corner to the rounded wall. By (7) the inner wall crosses the diagonal at distance $(w/\pi)\int_0^\alpha\sqrt{\tan(\theta/2)}\,d\theta$ from the origin, so

$$h_{\rm in}=\frac{\sqrt2\,w\alpha}{\pi}-\frac w\pi\int_0^\alpha\!\sqrt{\tan(\theta/2)}\,d\theta. \tag{21}$$

The integral is of order $\alpha^{3/2}$, so $h_{\rm in}$ is linear in $\alpha$ at first. At the outer corner the corresponding integral is $\int_0^\beta\sqrt{\cot(u/2)}\,du\approx2\sqrt{2\beta}$, and $h_{\rm out}\approx2\sqrt{2\beta}\,w/\pi$. For small recesses, (20) then gives a change of $c$ linear in $h_{\rm in}$ but quadratic in $h_{\rm out}$. These powers belong to the streamline walls, which approach their straight asymptotes only over distances of order $w$. A compact circular fillet of size $h\ll w$ alters the metal only near the corner, and its effect scales as the heat there: as $h^{4/3}$ at the inner corner, by (18), and as $h^4$ at the outer corner, where the current density is proportional to the distance from the corner. For either shape a small inner rounding matters more than an equal outer one: metal added at the inner corner carries strong current, while metal removed at the outer corner carried little.

The sharpness of the inner wall follows from $dz/d\ln|t|=ws/\pi$ at fixed $\arg t$: its tangent angle is $\arg s$. Also $d\ln s/d\ln t=t/(t^2-1)$, which at $t=e^{i\alpha}$ is $-i/(2\sin\alpha)$. The tangent therefore turns at the rate $1/(2\sin\alpha)$ per unit $\ln|t|$, while arc length grows at the rate $(w/\pi)\sqrt{\tan(\alpha/2)}$. The apex radius is their ratio,

$$\varrho=\frac{2w}{\pi}\sin\alpha\,\sqrt{\tan(\alpha/2)}, \tag{22}$$

and by (15) the current density there is $J_0/\sqrt{\tan(\alpha/2)}$.

## 8. An aluminium meander

Consider a test resistor of width 500 nm and thickness 400 nm, with 21 legs of 5 µm joined by 20 U-turns. Each U-turn has two bends and a 1 µm link; all lengths exclude the corner squares. The resistivity is taken as roughly 2.7 µΩ cm near 300 K, so

$$R_s=\frac{2.7\times10^{-8}\ \Omega\,\mathrm m}{4.00\times10^{-7}\ \mathrm m}=0.0675\ \Omega.$$

The straight parts contain $(21\times5000+20\times1000)/500=250$ squares. The 40 bends add $40\times0.5587=22.35$, for a total of 272.35 squares and $R=18.38\ \Omega$. Counting each corner as a full square would give 290 squares and 19.58 Ω, which is 6.5% above the result from (2).

**Geometry.** With a recess of 20 nm at the inner corners and the final width held at 500 nm, (20) and (21) give $\alpha=0.096$ and a change of $-0.0455$ squares per bend, or $-1.82$ in all. The same recess at the outer corners adds 0.0004 squares per bend. These walls are streamlines, not circular fillets, and the numbers hold for this shape. A circular inner fillet with the same 20 nm recess has a radius of 48 nm and changes the count by only about half as much. A uniform width loss of 5 nm at fixed centreline lengthens each straight part between corner squares by 5 nm and adds 2.94 squares. (This figure also gives the two end legs 5 nm each; with 2.5 nm each it would fall by about 0.01.) Interaction of the bends within the U-turns, from (14) with $L=g/2=w$, changes the total by only $-0.004$ squares.

**Nonlocal conduction.** The electron mean free path $\lambda$ is taken as roughly 15 nm. Within this distance of a sharp inner corner the local law (1) is unreliable. By (18) that region holds 0.019 squares per bend, which indicates the scale of the possible error but is not a correction or a bound. At $r=\lambda$, (16) gives a crowding factor of 2.4. The streamline-shaped inner wall has an apex radius of 6.9 nm and a local-model peak of 4.6; since this radius is below $\lambda$, the peak should not be used as a prediction.

**Sheet resistance.** Diffuse scattering at the surfaces raises $R_s$. An electron leaving a wall at direction cosine $u$ to the normal regains its drift over a depth $\lambda u$. Weighting directions by their share of the current, $1-u^2$, the lost thickness per wall is

$$\lambda\,\frac{\int_0^1u(1-u^2)\,du}{\int_{-1}^1(1-u^2)\,du}=\lambda\,\frac{1/4}{4/3}=\frac{3\lambda}{16}. \tag{23}$$

For two pairs of walls, to first order, the relative increase is $\tfrac38\lambda(1/500+1/400)$ with $\lambda$ in nm, or 2.5%. Use at 373 K, with a rough temperature coefficient of 0.004 per kelvin, raises $R_s$ by 29%. Self-heating is small: at 0.5 MA/cm², one-dimensional heat flow through 1 µm of oxide with conductivity roughly 1.4 W/(m K) gives a rise of 0.19 K.

These dimensions are in the range of aluminium wiring on oxide, and the material values are rough ones for fairly pure metal. Alloying, grain boundaries and barrier layers can change the sheet resistance and are not included. Of the effects sized here, temperature moves the resistance most, by 29%; width loss and streamline-shaped inner rounding move the count by about 1.1% and 0.7%. A sheet resistance measured on a straight line of the same cross-section, at the temperature of use, takes up most of the material uncertainty. The rule of 0.56 squares per bend then applies to equal widths, straight arms of at least about one width (half a link for a U-turn), small corner rounding and $\lambda\ll w$. In lines a few tens of nanometres wide the last condition fails, and the bend needs a transport calculation beyond (1).

The computed values are collected in the numerical output below.

## Calculated quantities

```
Corner excess c: 0.558729 squares
Heat inside corner square: 0.4814 squares
Extra heat in both arms: 0.0774 squares
Mean potential on square face: 0.27936 squares
Finite bend, L/w = 1.00: 2.558523 squares
  shift from long-arm law: -2.057e-04 squares
  predicted shift: -2.055e-04 squares
Finite bend, L/w = 1.25: 3.058686 squares
  shift from long-arm law: -4.273e-05 squares
  predicted shift: -4.272e-05 squares
Corner field strength, solver: 1.12740 (w = 1)
Corner field strength, formula: 1.12725 (w = 1)
Rounded test: alpha 0.60, beta 0.30 rad
  excess from network: 0.2481 squares
  excess from formula: 0.2477 squares
Al line width: 500 nm; thickness: 400 nm
Leg: 5.0 um; link: 1.0 um
Legs: 21; U-turns: 20; bends: 40
Resistivity (rough): 2.7 uOhm cm
Sheet resistance: 0.0675 ohm
Straight parts: 250.00 squares
All corners: 22.35 squares
Total with c: 272.35 squares
Total with full corner squares: 290.00 squares
Resistance with c: 18.384 ohm
Resistance with full squares: 19.575 ohm
Overestimate by full squares: 6.48 %
Corner recess assumed: 20 nm
Inner rounding: alpha 0.0961 rad, apex radius 6.9 nm
  change per bend: -0.0455 squares
  change in meander: -1.82 squares
  apex current density / far value: 4.56
Outer rounding: beta 0.00206 rad
  change per bend: 0.00037 squares
Width loss 5 nm: 2.94 squares in meander
Bend interaction in meander: -0.0041 squares
Mean free path (rough): 15 nm
  heat within it of a corner: 0.0186 squares
  sharp-corner crowding at that radius: 2.42
Diffuse surface scattering: 2.53 % of R_s
Temperature coefficient (rough): 0.004 /K
Use at 373 K instead of 300 K: 29.2 % of R_s
Current density assumed: 0.5 MA/cm2
Oxide: 1000 nm, 1.4 W/(m K) (rough)
Self-heating, one-dimensional: 0.193 K
```
